# Why the lowest K-valley exciton of monolayer WSe2 emits out-of-plane light

**Question.** In monolayer WSe2, the lowest exciton with electron and hole both in the K valley does not emit light polarized in the plane of the layer. It does emit weakly with polarization along the normal. If opposite spins make it dark, why is it not dark for every polarization, and what sets the strength that remains?

**Answer.** The hole sits in the top valence band and the electron in the lower of two spin-split conduction bands. In WSe2 these two states have opposite dominant spins. Spin alone would forbid every electric-dipole transition between them, but spin-orbit coupling mixes spins, so spin is an approximate label. The label that survives is the eigenvalue of the horizontal mirror acting on orbital and spin together. It differs between the two states, which excludes in-plane dipoles and admits a normal one.

Two qualifications belong to the question. The order of the conduction spins is a property of the material, which symmetry does not fix. And the K exciton has an equal partner at K′: of their two combinations, one carries the normal dipole and the other carries none.

## The states at K

I use atomic units in the algebra, eV and angstrom for numbers. The layer lies in the \(xy\) plane, with W at \(z=0\) and Se at \(z=\pm u\). Orbitals are labelled by their angular momentum \(m\) about \(z\), and rotations are taken about a W site. K denotes the valley whose top valence state is mainly W \(d_{+2}\); K′ is its time-reversed partner.

Three bonds join a W atom to the Se atoms of one layer. With lattice constant \(a\) and \(\mathbf K=(4\pi/3a,0)\), the bonds have in-plane projections \(\boldsymbol\delta_j\) of length \(a/\sqrt3\) at angles \(\varphi_j=-90^\circ+120^\circ j\), so \(\mathbf K\cdot\boldsymbol\delta_j=2\pi j/3\) up to multiples of \(2\pi\). Rotating a bond gives the hopping from \(d_m\) to \(p_{m'}\) a phase \(e^{-i(m'-m)\varphi_j}\). The coupling is therefore proportional to

\[
\sum_{j=0}^{2}e^{-i\mathbf K\cdot\boldsymbol\delta_j}e^{-i(m'-m)\varphi_j}
\propto\sum_{j=0}^{2}e^{-2\pi i j(1+m'-m)/3},
\]

which vanishes unless \(m\equiv m'+1\) modulo 3. A Se orbital \(p_{m'}\) thus behaves at K as if its angular momentum were \(m'+1\).

Under \(z\to-z\), the orbitals \(d_0,d_{\pm2}\) are even and \(d_{\pm1}\) odd. For \(p_{\pm1}\), the sum of the two Se layers is even and the difference odd. The pairs needed are:

- valence, even: \(d_{+2}\) with \(p_{+1}\);
- conduction, even: \(d_0\) with \(p_{-1}\);
- higher levels, odd: \(d_{-1}\) with \(p_{+1}\), and \(d_{+1}\) with \(p_0\).

If one bond has hopping \(t\), each layer contributes \(3t\). The normalized combination of two layers then gives a coupling \(V=(3t+3t)/\sqrt2=3\sqrt2\,t\).

## What fixes the order of the spins

The spin-orbit term on each atom is

\[
\lambda\,\mathbf L\cdot\mathbf S=\lambda L_zS_z+\tfrac{\lambda}{2}(L_+S_-+L_-S_+),\qquad \lambda>0 .
\]

In the valence band \(L_zS_z\) acts at first order: \(d_{+2}\uparrow\) rises by \(\lambda_W\) and \(d_{+2}\downarrow\) falls by the same amount. The top valence state at K is spin up. It is also unmixed in this orbital set, because \(L_+\) annihilates both \(d_{+2}\) and \(p_{+1}\), while \(S_+\) annihilates spin up.

The conduction orbital \(d_0\) has \(L_z=0\), so two smaller effects compete. The Se part \(p_{-1}\), of weight \(w_p\), shifts spin up by \(-\lambda_{Se}w_p/2\) and spin down by \(+\lambda_{Se}w_p/2\). This favours spin up as the lower state.

The W part acts at second order. Since \(L_\pm d_0=\sqrt6\,d_{\pm1}\), the coupling \(d_0\downarrow\to d_{-1}\uparrow\) has size \(\lambda_W\sqrt6/2=\sqrt{3/2}\,\lambda_W\), and \(d_0\uparrow\to d_{+1}\downarrow\) has the same size. Let \(E_c\) be the conduction energy without spin-orbit coupling and \(w_d\) its \(d_0\) weight. Each odd pair has the Hamiltonian

\[
h_\pm=\begin{pmatrix}\varepsilon_1&V_\pm\\V_\pm&\varepsilon_p\end{pmatrix}.
\]

Summing second-order perturbation theory over both its levels amounts to taking the \(d\) element of \((E_c-h_\pm)^{-1}\):

\[
G_\pm=\frac{E_c-\varepsilon_p}{(E_c-\varepsilon_1)(E_c-\varepsilon_p)-V_\pm^2}.
\]

Spin down shifts by \(\tfrac32\lambda_W^2w_dG_-\), spin up by \(\tfrac32\lambda_W^2w_dG_+\). To leading order in each coupling,

\[
E_\uparrow-E_\downarrow\simeq\tfrac32\lambda_W^2w_d(G_+-G_-)-\lambda_{Se}w_p .
\]

A positive result puts spin down lowest. This requires the \(d_{-1}\) level above the band to repel it sufficiently more strongly than the \(d_{+1}\) level does. The established WSe2 ordering is of this kind, and the model below has its odd levels placed to reproduce it.

## The mirror decides the polarization

A horizontal mirror is an inversion times a rotation by \(\pi\) about \(z\). Inversion leaves spin unchanged, and the rotation acts on it as \(e^{-i\pi\sigma_z/2}=-i\sigma_z\). The full mirror is

\[
M=\sigma_h^{\rm orb}\otimes(-i\sigma_z).
\]

Even orbitals with spin up and odd orbitals with spin down have \(M=-i\). Even orbitals with spin down and odd orbitals with spin up have \(M=+i\). The operators \(L_\pm S_\mp\) change orbital parity and spin together, so spin-orbit coupling preserves \(M\). The top valence state has \(M=-i\), the lower conduction state \(M=+i\).

Let \(r\) be a position component with \(MrM^\dagger=\eta r\), where \(\eta=+1\) for \(x,y\) and \(\eta=-1\) for \(z\). Inserting \(M^\dagger M=1\) on both sides of \(r\),

\[
\langle c|r|v\rangle=\langle c|M^\dagger(MrM^\dagger)M|v\rangle
=(-i)\,\eta\,(-i)\langle c|r|v\rangle=-\eta\langle c|r|v\rangle .
\]

The first factor is \((+i)^*\), from the bra. For \(\eta=+1\) the element equals its own negative and vanishes. For \(\eta=-1\) the mirror imposes no restriction.

The rule covers the whole exciton as well as the K point. The exciton is a superposition of band pairs with amplitudes \(A(\mathbf k)\), and its dipole is \(\sum_{\mathbf k}A(\mathbf k)\langle v\mathbf k|\mathbf r|c\mathbf k\rangle\). The mirror leaves every in-plane \(\mathbf k\) unchanged, so each in-plane term is zero. Six randomly displaced wavevectors, with components up to 0.4 Å⁻¹ from K, gave forbidden velocity elements no larger than \(5\times10^{-12}\) eV Å, which is rounding error.

Rotation by \(120^\circ\) must also permit the normal dipole. Adding spin to the orbital labels gives \(j=2+\tfrac12=\tfrac52\equiv-\tfrac12\) modulo 3 for the valence state and \(j=0-\tfrac12=-\tfrac12\) for the lower conduction state. The operator \(z\) does not change \(j\), so it may connect them.

The upper conduction state has \(j=+\tfrac12\) and \(M=-i\), hence an in-plane dipole of one circular polarization: this is the bright exciton. The remaining spin-flip pair, lower valence to upper conduction, has \(j=\tfrac32\) and \(\tfrac12\), which forbids \(z\), and opposite \(M\), which forbids \(x,y\). Opposite spins do not by themselves guarantee a normal dipole.

## How large the normal dipole is

Position does not act on spin. The valence state is pure spin up, so emission uses the spin-up part of the lower conduction state. At first order that part lies on the odd pair \(d_{-1},p_{+1}\). Its Se amplitude follows from the off-diagonal element of \((E_c-h_-)^{-1}\):

\[
b_p=\sqrt{\tfrac32}\,\lambda_W\sqrt{w_d}\;
\frac{V_-}{(E_c-\varepsilon_1)(E_c-\varepsilon_p)-V_-^2}.
\]

The Se spin-orbit term adds nothing here at this order, because \(L_-p_{-1}=0\).

The valence state contains the even combination of \(p_{+1}\) orbitals with amplitude \(c_p^v\). Between even and odd combinations,

\[
\tfrac12(\langle t|-\langle b|)\,z\,(|t\rangle+|b\rangle)=\tfrac12[u-(-u)]=u ,
\]

where \(t\) and \(b\) are the top and bottom Se orbitals. The \(d_{-1}\) part has no \(z\) element with \(d_{+2}\) on the same atom, since both orbitals have the same parity under inversion. Therefore

\[
|z_{cv}|\simeq u\,c_p^v\,|b_p| .
\]

The dipole is linear in \(\lambda_W\) at fixed band energies, and the emission strength is quadratic. As \(\lambda_W\to0\) the dipole vanishes, but the state may then cease to be the lowest, because the Se term controls the ordering.

## Numbers for a model of the states at K

The model has five W \(d\) and six Se \(p\) orbitals, each with spin. Its round parameters are chosen for the states at K, where they give a gap and spin splittings in the rough regime of monolayer WSe2; it is not a first-principles calculation. Away from K it does not describe the real bands: its conduction band has a maximum at K and falls about 1.8 eV lower elsewhere, whereas in WSe2 K is a conduction-band minimum. The model therefore supplies energies and dipoles at K only, and the exciton masses used later are separate inputs. Here \(u=1.67\) Å, \(\lambda_W=0.23\) eV, \(\lambda_{Se}=0.20\) eV, \(\varepsilon_1=2.5\) eV and \(\varepsilon_p=-4.0\) eV. Without spin-orbit coupling \(E_c=2.442\) eV, with \(w_d=0.950\) and \(w_p=0.050\).

The hopping 0.6 eV gives \(V_-=3\sqrt2\times0.6=2.546\) eV. The denominator is

\[
(2.442-2.5)(2.442+4.0)-2.546^2=-6.85\ {\rm eV^2},
\]

so \(G_-=6.442/(-6.85)=-0.940\) eV⁻¹. The other odd pair, with hopping 1.2 eV, has \(G_+=-0.245\) eV⁻¹. The W contribution to the splitting is

\[
1.5\times0.23^2\times0.950\times0.695=0.052\ {\rm eV},
\]

against 0.054 eV from diagonalization with W coupling alone. Se coupling alone gives \(-0.010\) eV. With both present the splitting is 0.040 eV, which is 0.004 eV below the sum of the separate results; that remainder belongs to terms containing both couplings. Its leading part is proportional to \(\lambda_W\lambda_{Se}\), the same order as the W term, and the formula above leaves it out.

At leading order the two contributions cancel when

\[
\lambda_W=\sqrt{\frac{0.010}{1.5\times0.950\times0.695}}\simeq0.10\ {\rm eV},
\]

with the other parameters fixed; full diagonalization, which includes the cross term, places the crossing at 0.107 eV. Diagonalization at \(\lambda_W=0.05\) eV, below this value, indeed puts spin up lowest and makes the lowest transition at K bright in the plane. The mirror rule is unchanged; the order of the states is not.

For the dipole, the valence \(d\) weight 0.942 gives \(c_p^v=\sqrt{0.058}=0.241\), and

\[
|b_p|=1.225\times0.23\times0.975\times\frac{2.546}{6.85}=0.102 .
\]

Hence \(|z_{cv}|\simeq1.67\times0.241\times0.102=0.041\) Å. Full diagonalization gives 0.040 Å. The bright in-plane dipole length is 2.42 Å, so the strength ratio per valley is

\[
\frac{0.0403^2}{2.420^2}=2.8\times10^{-4}.
\]

The weakness does not mean that spin is nearly pure. The lower conduction state has \(\langle\sigma_z\rangle=-0.85\), a spin-up weight of about 7%. Most of it sits on \(d_{-1}\), which contributes no dipole here, and the Se remainder meets only a small Se amplitude in the valence state.

This also exposes an uncertainty of the model. A small W \(p\) component in the valence state would give \(d_{-1}\) a dipole partner. With a rough amplitude of 0.1 and an atomic length of 1 Å, the extra term is 0.025 Å. Added or subtracted, it moves the strength ratio between about \(4\times10^{-5}\) and \(7\times10^{-4}\). The Se weight of the valence state matters as well: raising it from 0.058 to 0.20, at fixed band energy without spin-orbit coupling, raises the ratio to about \(1\times10^{-3}\). The order of magnitude is thus uncertain, while the selection rule is unaffected.

## Two valleys and the emitted light

Time reversal gives the K′ exciton a normal dipole of equal size. A vertical mirror exchanges the valleys and leaves \(z\) unchanged, so the exciton eigenstates are its even and odd combinations. With phases chosen to make the two dipoles equal,

\[
\frac{z_{cv}+z_{cv}}{\sqrt2}=\sqrt2\,z_{cv},\qquad
\frac{z_{cv}-z_{cv}}{\sqrt2}=0 .
\]

The first is called the grey exciton, with dipole \(\sqrt2\times0.040=0.057\) Å; the second is dark for all dipole polarizations. Electron-hole exchange separates them. In real layers the separation is below roughly 1 meV with the dark state lower, which this model does not calculate. Strictly, then, the weak emitter is the upper member of the lowest pair.

Light is transverse, so a dipole along the normal emits nothing along the normal. For a layer in free space with excitons spread evenly over the wavevectors that can radiate, the intensity varies as \(\sin^2\theta\), where \(\theta\) is the angle from the normal. A lens accepting angles up to \(\theta_m\) collects

\[
\frac34\int_0^{\theta_m}\sin^3\theta\,d\theta
=\frac12-\frac34\cos\theta_m+\frac14\cos^3\theta_m .
\]

At numerical aperture 0.8, \(\cos\theta_m=0.6\), and the fraction is 0.104. For in-plane dipoles it is 0.248. Grey light therefore reaches an ordinary microscope through its oblique rays.

## Fields, temperature and the real layer

A perpendicular electric field, or a substrate on one side, removes the horizontal mirror. If threefold rotation survives, the \(j\) labels still forbid an in-plane dipole at K. At 1 MV/cm the model gives zero there to rounding. At 0.020 Å⁻¹ from K the model's in-plane strength is no longer zero but \(8\times10^{-8}\) of the bright strength at K; since the model is not realistic away from K, that size is only illustrative. For an s-like exciton with zero total momentum even this cancels: rotation returns the exciton to itself without a phase, whereas a circular in-plane dipole acquires \(e^{\pm2\pi i/3}\), so the sum over \(\mathbf k\) must vanish.

An in-plane magnetic field breaks both symmetries. It mixes the spin partners within each band, with amplitudes proportional to the field \(B\), so the in-plane strength grows as \(B^2\). At 10 T, counting the spin coupling alone and using the band splitting of 0.040 eV, it is \(1.7\times10^{-4}\) of the bright strength, comparable to the grey emission. For excitons the relevant separation is the larger one estimated next, and the strength falls somewhat faster than its inverse square, because the mixing in the valence band partly cancels that in the conduction band. For a separation of 0.063 eV it is about \(6\times10^{-5}\), a fifth of the grey strength.

The energy separation of bright and dark excitons exceeds the band splitting for two reasons. Taking rough masses of 0.4 for the hole and 0.4 and 0.3 for the lower and upper conduction bands, in electron masses, a variational exciton in a thin film of screening length 45 Å, with surroundings of dielectric constant 4, is bound by 0.177 eV in the dark case and 0.164 eV in the bright one. Exchange is repulsive and acts mainly on the spin-conserving exciton. With a rough atomic integral of 0.5 eV it raises the bright state by 0.011 eV. The simple trial function overstates how often electron and hole meet: solving the radial equation on a fine grid lowers this shift to 0.008 eV, raises both bindings by about 0.004 eV, and would change the total below from 0.063 to 0.061 eV. The estimate is

\[
0.040+0.013+0.011\simeq0.063\ {\rm eV},
\]

where the sum uses unrounded terms. With vacuum on both sides instead, the same kind of estimate comes out about 0.01 eV larger. In thermal equilibrium the bright population at 300 K is then about 0.09 of the dark one, state for state. Dividing by the strength ratio, \(0.087/(2.8\times10^{-4})\simeq300\): bright emission dominates at room temperature. With equal photon energies and envelopes assumed, and the effect of the surroundings on emission ignored, total grey and bright emission become equal near 90 K, and grey emission dominates below. Strength ratios from \(4\times10^{-5}\) to \(1\times10^{-3}\) would place this crossover between about 70 and 110 K.

In real WSe2 the valence splitting is roughly 0.45 eV, close to the model's 0.452 eV, which is set mostly by the input \(\lambda_W\). The bright–dark exciton separation is roughly 0.04 eV, so 0.063 eV is too large by about half; which of its three terms is responsible is not settled here. Using 0.04 eV with the same strength ratio lowers the crossover to roughly 60 K. Real samples can also fail to reach thermal equilibrium. Uniform in-plane strain alone keeps the horizontal mirror, and with it the in-plane darkness. Wrinkles, disorder, or strain combined with a one-sided substrate can break mirror and rotation together; in-plane darkness is then no longer protected, and the size of the effect is not estimated here. The remaining values are in the numerical output below.

## Table of computed values

```
lattice constant, Se height: 3.3, 1.67 angstrom
levels d0, d(+-1), d(+-2), p: 2.1, 2.5, 0.0, -4.0 eV
spin-orbit constants W, Se: 0.23, 0.2 eV
hopping p(-1) - d(0): 0.35 eV
hopping p(1) - d(2): 0.25 eV
hopping p(0) - d(-2): 1.2 eV
hopping p(0) - d(1): 1.2 eV
hopping p(1) - d(-1): 0.6 eV
hopping p(0) - d(0): 0.5 eV
hopping p(1) - d(-2): 0.3 eV
hopping p(1) - d(1): 0.3 eV
W-W hopping d(0) - d(+-2): 0.4 eV
spinless valence, conduction at K: 0.264, 2.442 eV
d weight in valence, conduction: 0.942, 0.950
odd levels d(-1), d(+1) at K: 3.378, 5.290 eV
resolvents G-, G+: -0.940, -0.245 1/eV
gap top valence - lower conduction: 1.889 eV
valence spin splitting: 0.452 eV
conduction E(up)-E(down), full: 0.0398 eV
  W coupling only: 0.0540 eV
  W coupling only, formula: 0.0524 eV
  Se coupling only: -0.0101 eV
top valence: <sigma_z> 1.000, M = -1i, j = -0.5 mod 3
lower cond.: <sigma_z> -0.851, M = +1i, j = -0.5 mod 3
upper cond.: <sigma_z> 0.983, M = -1i, j = +0.5 mod 3
largest mirror-forbidden velocity: 5e-12 eV angstrom
bright in-plane dipole length: 2.420 angstrom
grey z dipole length, one valley: 0.0403 angstrom
  first-order formula: 0.0411 angstrom
strength ratio z / in-plane: 2.77e-04
possible W p term in z dipole: 0.025 angstrom (rough amplitude 0.1, length 1.0 angstrom)
in-plane strength / bright, 10 T in-plane: 1.68e-04
perpendicular electric field: 1.0 MV/cm
  in-plane strength / bright, at K: 1e-28
  same at 0.020 1/angstrom from K: 7.9e-08
rough masses hole, lower, upper: 0.4, 0.4, 0.3 m_e
screening length, surroundings: 45.0 angstrom, 4.0
binding dark, bright: 0.1770, 0.1643 eV
bright exciton variational radius: 16.7 angstrom
exchange shift of bright: 0.0108 eV (rough atomic integral 0.5 eV)
estimated bright - dark exciton splitting: 0.0633 eV
bright/dark Boltzmann factor at 300 K: 0.087
equal total emission at: 90 K
lens NA 0.8: collects z 0.104, in-plane 0.248
```
